# Equal rms roughness does not mean equal surface texture

**The argument under review**

A manuscript compares two platinum films before a further deposition at oblique incidence. Each film has an rms roughness of 1 nm (10 angstrom). The authors reason as follows: "Since the films are equally rough, their surfaces have the same texture. A flux arriving at 75 degrees from the normal will therefore meet the same obstacles on both, and shadowing will start on both or on neither."

The measured equality may be sound. The question is whether the word "therefore" is. I examine it on the simplest surfaces that have both a height and a lateral scale.

**What the roughness records**

Take a continuous surface that varies along one direction,

$$h(x)=A\sin(kx),\qquad k=\frac{2\pi}{\lambda},\qquad A>0,$$

with heights measured from the mean plane. Angle brackets denote an average over whole periods. The relations below are geometrical and hold in any unit of length, atomic units included.

The rms roughness $w$ is defined by $w^2=\langle h^2\rangle$. With $\sin^2(kx)=\tfrac12[1-\cos(2kx)]$, and because the cosine averages to zero over a period,

$$w^2=A^2\langle\sin^2(kx)\rangle=\frac{A^2}{2},\qquad w=\frac{A}{\sqrt2}.$$

The wavelength has dropped out. The rms slope $s$ is defined by $s^2=\langle h'^2\rangle$. Here $h'=kA\cos(kx)$, and $\cos^2(kx)=\tfrac12[1+\cos(2kx)]$ also averages to one half, so

$$s^2=\frac{k^2A^2}{2}=k^2w^2,\qquad s=kw=\frac{2\pi w}{\lambda}.$$

Stretching the surface sideways leaves $w$ alone and reduces $s$. For any fixed $w>0$ and any desired $s>0$, the choice $\lambda=2\pi w/s$ supplies a sinusoid with both values. In this continuum model, equal roughness therefore places no limit on the slope. It does not force the slopes to differ either: two sinusoids with equal $w$ and equal $\lambda$ have the same texture.

Let both surfaces have $w=1$ nm, with $\lambda_A=200$ nm for surface A and $\lambda_B=20$ nm for surface B. Both amplitudes are $\sqrt2\times1=1.414$ nm. The slopes are

$$s_A=\frac{2\pi\times1}{200}=0.0314,\qquad s_B=\frac{2\pi\times1}{20}=0.314.$$

The greatest slope of a sinusoid is $kA=\sqrt2\,s$, which is 0.0444 for A and 0.444 for B. The steepest parts are tilted by 2.5 and 24 degrees.

**More height statistics would not help**

The authors might reply that skewness or kurtosis would reveal the difference. For this pair they cannot. Let $t$ be a height with $|t|<A$, and let $a=\arcsin(t/A)$. Within one period, the condition $\sin\phi<t/A$ holds for phases from $\pi-a$ to $2\pi+a$, an interval of length $\pi+2a$. The fraction of the surface below $t$ is therefore

$$P(h<t)=\frac{\pi+2a}{2\pi}=\frac12+\frac1\pi\arcsin\frac tA.$$

This contains $A$ but not $\lambda$. The two surfaces share the whole height distribution, hence every quantity computed from it. Their peak-to-valley height is 2.83 nm and their kurtosis $\langle h^4\rangle/w^4$ is 1.5 in both cases. What is missing is information about where the heights lie relative to one another.

For a surface with several waves, $h=\sum_i a_i\sin(k_ix+\phi_i)$, let the positive $k_i$ be distinct and average over a common period. In $h^2$, a product of two different sines is half the difference of two cosines, with wavenumbers $k_i-k_j$ and $k_i+k_j$. Both average to zero, and the same holds for the cosines in $h'^2$. Only the squares remain:

$$w^2=\sum_i\frac{a_i^2}{2},\qquad s^2=\sum_i\frac{k_i^2a_i^2}{2}.$$

Thus $s/w$ is the rms wavenumber, each wave being weighted by its share $p_i=a_i^2/(2w^2)$ of the height variance.

Adding $s$ to the report is an improvement, but it does not complete the description. Put 5 and 13 waves in a 200 nm period, with variance shares $69/144$ and $75/144$. The mean square wave number, counted in waves per period, is

$$\frac{69\times5^2+75\times13^2}{144}=100=10^2,$$

which is that of surface B with its 10 waves in 200 nm. Roughness and rms slope both agree with B. The rms curvature, taken here as the rms value of $h''$, has a square that weights the shares by $k_i^4$. It is 0.122 nm$^{-1}$ against 0.0987 nm$^{-1}$ for B.

**Does the difference matter for an oblique flux?**

Let a collimated flux arrive at an angle $\theta$ from the mean normal, moving towards positive $x$ in the plane across the ridges. Its rays descend with slope $-c$, where $c=\cot\theta$. Looking back along the ray from the point $x$, the ray is at height $h(x)+uc$ at a distance $u$ upstream. The point is in shadow if, for some $u>0$,

$$h(x-u)>h(x)+uc.$$

If $kA\le c$, the surface cannot rise by more than $uc$ over a distance $u$, and no point is shadowed. If $kA>c$, some part of the surface descends more steeply than the ray, and a point there is blocked by the surface just upstream. The condition for shadowing is therefore

$$kA=\sqrt2\,s>\cot\theta .$$

It depends on slope, not on $w$ alone. The critical angle, $\arctan[1/(kA)]$, is 87.5 degrees for A and 66.0 degrees for B. At the manuscript's 75 degrees, $c=0.268$ lies between the two greatest slopes, 0.0444 and 0.444. Surface B is shadowed and surface A, as a smooth profile, is not. For shadows cast by the starting profile, the inference fails.

The extent of the shadow follows from the ray that grazes a crest. Write $\phi=kx$, and let the ray touch the surface at $\phi_0$. The height of the surface above this ray is

$$D(\phi)=A(\sin\phi-\sin\phi_0)+\frac{c}{k}(\phi-\phi_0).$$

Tangency requires $dD/d\phi=A\cos\phi+c/k=0$ at $\phi_0$, so

$$\phi_0=\arccos\left(-\frac{c}{kA}\right),\qquad \frac\pi2<\phi_0<\pi.$$

The second derivative there is $-A\sin\phi_0<0$: the surface lies below the ray on both sides, as grazing demands. The other stationary point, $2\pi-\phi_0$, is a minimum of $D$, where the ray is highest above the surface. Since $\sin(2\pi-\phi_0)=-\sin\phi_0$, the shadow depth is

$$-D(2\pi-\phi_0)=2A\sin\phi_0-\frac{2c}{k}(\pi-\phi_0).$$

The shadow ends at the next zero $\phi_1$ of $D$, and its share of the period is $(\phi_1-\phi_0)/(2\pi)$.

For B at 75 degrees, $c/(kA)=0.2679/0.4443=0.603$. This gives $\phi_0=2.218$, $\sin\phi_0=0.798$ and $\pi-\phi_0=0.923$. The depth is

$$2(1.414)(0.798)-\frac{2(0.2679)(0.923)}{0.3142}\approx0.68\ \text{nm}.$$

Solving $D(\phi_1)=0$ numerically gives $\phi_1=5.085$, so the shadow covers $(5.085-2.218)/(2\pi)$, or 46% of the surface. Direct tracing of the rays on 1500 points per period agrees with this fraction to within 0.003.

Two limits show how the shadow develops. Just above threshold, put $\phi_0=\pi-\alpha$ with small $\alpha$, so that $c/(kA)=\cos\alpha$, and put $\phi=\pi+y$. Expansion to third order in $y$ and $\alpha$ gives

$$\frac DA\approx\frac{y^3+\alpha^3}{6}-\frac{\alpha^2}{2}(y+\alpha)=\frac{(y+\alpha)^2(y-2\alpha)}{6}.$$

The double root is the grazing point and $y=2\alpha$ is the end of the shadow. The shadowed fraction is then $3\alpha/(2\pi)$, with $\alpha\approx\sqrt{2[1-c/(kA)]}$: it rises as a square root, so a small excess of slope already shades a visible part of the surface. In the opposite limit, $c/(kA)\to0$, the ray leaves at the top of one crest and lands near the top of the next. The shadowed fraction tends to one.

**What this means for the first stage of growth**

Suppose that atoms stay where they land, treat their arrival as a smooth average flux, and let $V$ be the growth rate of a flat film under the same flux. An unshadowed slope that faces the flux intercepts more of it per unit horizontal length, in proportion to $\cos\theta+h'\sin\theta$. Dividing by the flat-film value $\cos\theta$ gives

$$\frac{\partial h}{\partial t}=V(1+h'\tan\theta),\qquad h(x,t)=Vt+h_0(x+Vt\tan\theta),$$

where $h_0$ is the starting profile and $h$ now includes the rising mean height. Substitution confirms the solution: the time derivative of $h_0$ is $V\tan\theta$ times its slope. In this model the profile of A moves towards the source without changing $w$ or $s$, and so it stays unshadowed. In a real film atoms arrive at random, and at 75 degrees the small bumps they form can cast shadows of their own, on A as well as on B. The model describes only the effect of the starting profile. It also leaves out surface diffusion. On close-packed platinum terraces single atoms hop many times per second at room temperature, so how much material reaches a shadowed region a few nanometres wide depends on how easily atoms cross steps, which this model does not describe.

On B the shadow extends from $\phi=2.22$ to $5.09$ and includes the valley floor at $3\pi/2=4.71$. Without diffusion the floor receives nothing, while the crest, where $h'=0$, grows at the rate $V$. The height difference between them initially increases at the rate $V$. Two surfaces with the same $w$ thus begin to evolve differently. The later shape of B requires a growth calculation, since its profile does not remain sinusoidal.

The direction of the ridges also matters. If the horizontal part of the flux makes an angle $\psi$ with the across-ridge direction, the wavenumber along its path is $k\cos\psi$. Shadowing then requires $kA\cos\psi>c$. For B at 75 degrees it stops at $\psi=\arccos(0.603)$, about 53 degrees.

**A second consequence: surface area**

The true length of a surface element is $\sqrt{1+h'^2}\,dx$. For small slopes, $\sqrt{1+h'^2}\approx1+h'^2/2$, so the relative excess area is

$$\left\langle\sqrt{1+h'^2}\right\rangle-1\approx\frac{s^2}{2}.$$

It is 0.049% for A. For B the estimate is $0.314^2/2=4.9\%$, and the full average is 4.8%. At equal roughness, and while slopes are small, a tenfold slope gives about a hundredfold excess area.

**How far can the slope be measured?**

An instrument compares heights a finite distance $\delta$ apart. From the difference of two sines,

$$h(x+\delta)-h(x)=2A\sin\frac{k\delta}{2}\cos\left(kx+\frac{k\delta}{2}\right).$$

The rms value of the cosine is $1/\sqrt2$, and $\sqrt2A=2w$. The measured rms slope is therefore

$$s(\delta)=\frac{2w}{\delta}\left|\sin\frac{k\delta}{2}\right|\le\frac{2w}{\delta}.$$

It tends to $kw$ when $k\delta\ll1$. It vanishes when $\delta=\lambda$, because the instrument then compares equivalent points. With $\delta=2$ nm, A gives 0.0314 and B gives 0.309, close to their true slopes. No sinusoid with $w=1$ nm could give more than 1. The arbitrary slope of the continuum model is not an arbitrary measured slope.

Scan length acts on the roughness itself. Over a 50 nm scan, a quarter of a wave of A, the roughness about the local mean lies between 0.12 and 0.60 nm, depending on position. For a scan of length $L$ centred on a zero crossing, the mean height is zero and

$$w_L^2=\frac{A^2}{L}\int_{-L/2}^{L/2}\sin^2(kx)\,dx=w^2\left[1-\frac{\sin(kL)}{kL}\right].$$

With $kL=\pi/2$ this is $w^2(1-2/\pi)$, which gives the upper value, 0.60 nm. If the tilt of the scan is also removed, as is usual, A reads only about 0.02 to 0.12 nm. Surface B still reads 0.98 to 1.00 nm. The equality of the two roughnesses thus belongs to a long scan. Over 1050 nm, A reads within about 2% of 1 nm.

A probe tip adds its own error. Near a valley floor the surface rises as $k^2Au^2/2$ at a distance $u$, and a round tip of radius $R$ rises as $u^2/(2R)$. The tip can touch the floor only if $R\le1/(k^2A)$, which is 716 nm for A but 7.2 nm for B. A tip with $R=10$ nm stops 0.14 nm above the floor of B. On slopes it touches beside its apex, so the image lies above the surface there too. The image of B has a roughness of 0.82 nm and an rms slope of 0.30, while A is unchanged to the digits quoted. Equal true roughnesses would be reported as unequal.

**Comparison with a real platinum film**

A roughness near 1 nm and lateral features of tens of nanometres are a rough but reasonable setting for a thin sputtered platinum film. The 200 nm wave stands for a longer undulation, such as one inherited from a substrate. A single sinusoid is an idealization: a real film has a broad spectrum in two directions, so its steepest places can cast shadows before the rms slope suggests it. A sputtered flux also has a spread of angles. For B, the shadowed fraction is zero at 65 degrees, 46% at 75 degrees and 73% at 85 degrees, so rays arriving ten degrees to either side of 75 degrees meet very different shadows, and a spread flux has no single shadow edge. The smooth profile of A has no shadow at any of these three angles.

Atomic layers are the other limit. Take a rough platinum (111) layer spacing of $d=0.225$ nm, and average over the position of the layers relative to the profile. Rounding the heights then adds an error uniformly distributed between $-d/2$ and $d/2$. Its variance is $d^2/12$, and on this average the roughness rises by only 0.2%, to 1.002 nm. For one fixed position of the layers it lies between about 0.99 and 1.01 nm.

The slope is more sensitive. If the smooth height change $\Delta$ over $\delta$ is smaller than $d$, the rounded change is one layer with probability $|\Delta|/d$ and otherwise zero. Its mean square is $d|\Delta|$, so

$$s_{\rm layer}(\delta)=\frac{\sqrt{d\,\langle|\Delta|\rangle}}{\delta}.$$

For A and $\delta=2$ nm, the largest $|\Delta|$ is $2(1.414)(0.0314)=0.0888$ nm. The average of $|\cos|$ is $2/\pi$, so $\langle|\Delta|\rangle=0.0566$ nm, and the slope is $\sqrt{0.225\times0.0566}/2=0.056$ instead of 0.031. For B the height change over 2 nm reaches 0.87 nm, several layers, so this formula does not apply; rounding the heights directly gives 0.312. The ratio of slopes falls from 10 to 5.5 at this resolution, but the surfaces remain clearly different.

Steps also qualify the statement that A has no shadow. If each descending step is a vertical wall, it shades a length $d\tan\theta=0.84$ nm at 75 degrees. There are on average $2A/d$ such steps per period, and their shadows do not overlap, since the steps are at least about 5 nm apart. The shaded fraction is $2A\tan\theta/\lambda$, about 5%, in strips one layer deep. Steps act on B too. At 65 degrees, where its smooth profile has no shadow, each step shades 0.48 nm, just under the smallest step spacing of about 0.5 nm, and the same formula gives about 30%. The sharp critical angles belong to the smooth profiles and concern shadows deeper than one layer. The shadow on B is about three layers deep, so its edges should not be read to atomic precision.

**Recommendation**

The conclusion about shadowing should be withdrawn unless lateral data support it. The authors should report the height spectrum, with scan length, pixel size and tip radius. If they wish to give one further number, the rms slope along the flux, at a stated lateral resolution, is a useful guide. It does not settle the question alone: surfaces with equal $w$ and $s$ can differ in their steepest descents, and these decide whether shadows begin. The two-wave surface above has a steepest descent of about 0.57 against 0.444 for B, so its shadows begin near 60 degrees rather than 66. A firmer test is to trace rays over the measured height map, using the direction and angular spread of the flux. The numerical output below gives the values for both surfaces.

## Values computed for the example and the checks

```
rms roughness of both: 1.000 nm = 10.00 angstrom
amplitude of both: 1.414 nm
peak-to-valley height of both: 2.828 nm
slope ratio B/A: 10.000 (no unit)
A wavelength: 200.0 nm
A kurtosis: 1.500 (no unit)
A rms slope: 0.03142 (no unit)
A greatest slope: 0.04443 (no unit)
A greatest tilt: 2.54 deg
A excess area, full: 0.0493 %
A excess area, s^2/2: 0.0493 %
A critical flux angle: 87.46 deg
A shadow at 65 deg: 0.00 %, depth 0.000 nm
A shadow at 75 deg: 0.00 %, depth 0.000 nm
A shadow at 85 deg: 0.00 %, depth 0.000 nm
A slope over pixel: 0.03141 (no unit)
A layered roughness: 1.0021 nm
A layered pixel slope: 0.05643 (no unit)
A valley radius: 716.45 nm
A tip-image roughness: 1.0000 nm
A tip-image rms slope: 0.0314 (no unit)
A valley depth missed by tip: 0.0000 nm
A roughness in 1050 nm scan: 0.9847 to 1.0132 nm
A roughness in 50 nm scan: 0.1244 to 0.6028 nm
B wavelength: 20.0 nm
B kurtosis: 1.500 (no unit)
B rms slope: 0.31416 (no unit)
B greatest slope: 0.44429 (no unit)
B greatest tilt: 23.96 deg
B excess area, full: 4.7657 %
B excess area, s^2/2: 4.9348 %
B critical flux angle: 66.04 deg
B shadow at 65 deg: 0.00 %, depth 0.000 nm
B shadow at 75 deg: 45.63 %, depth 0.681 nm
B shadow at 85 deg: 73.06 %, depth 2.009 nm
B slope over pixel: 0.30902 (no unit)
B layered roughness: 1.0021 nm
B layered pixel slope: 0.31247 (no unit)
B valley radius: 7.16 nm
B tip-image roughness: 0.8234 nm
B tip-image rms slope: 0.3030 (no unit)
B valley depth missed by tip: 0.1435 nm
B roughness in 1050 nm scan: 1.0000 to 1.0000 nm
B roughness in 50 nm scan: 0.9837 to 1.0000 nm
cot of 75 deg flux angle: 0.2679 (no unit)
B azimuth limit at 75 deg: 52.91 deg
pixel: 2.0 nm; tip radius: 10.0 nm
pixel slope bound: 1.000 (no unit)
rough Pt lattice constant: 0.39 nm
rough Pt (111) layer spacing: 0.225 nm
layered pixel-slope ratio B/A: 5.538 (no unit)
B rms curvature: 0.09870 1/nm
two-harmonic rms slope: 0.31416 (no unit)
two-harmonic rms curvature: 0.12158 1/nm
```
